**Surface states from band-edge parities and Zak phases**

A one-dimensional crystal with $V(x)=V(-x)=V(x+a)$ is cut at $x=0$ and meets a finite barrier that is nowhere below the top of the gap considered. Gap $n$ holds one surface state if the parity $p_n$ of its lower-edge state about the cut is $+1$, and none if it is $-1$. With gaps 1 to $n$ open, this is equivalent to $\sum_{m\le n}\theta_m/\pi\equiv n-1$ modulo 2, where $\theta_m$ is the Zak phase of band $m$ with origin at the cut. The program asserts both forms against level counts from a finite-difference slab, for two model crystals, two cuts and three gaps. It also asserts that the logarithmic derivative $L$ of the decaying solution keeps its sign and rises with energy in each gap, with the slope given by the norm integral. The output shows two slab levels, one per surface, wherever a state is predicted and none elsewhere, with slab and matched energies agreeing to about $10^{-5}$ hartree. Further assertions cover a smooth barrier, which keeps the counts, a hard wall, which removes the states, and a surface well, which adds a state in a gap with $p_n=-1$.

## Program and output

```python
"""
Result under test: a 1D crystal with V(x)=V(-x)=V(x+a) fills x>0 and meets a
barrier at x<0. Gap n (n=1,2,...) holds exactly one surface state if the state
at its lower edge is even about the cut, and none if it is odd. Equivalently:
(sum of Zak phases of bands 1..n)/pi = n-1 modulo 2.
Symbols: a lattice constant, G=2 pi/a, V(x)=2 sum_j v_j cos(jGx),
L = psi'(0)/psi(0) of the solution that decays into the crystal.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a = 8.0
G = 2 * np.pi / a
VACUUM = 1.0
M = 12                                   # plane waves -M..M
ORDERS = np.arange(-M, M + 1)
CELLS, POINTS = 40, 800                  # slab cells, grid steps per cell
h = a / POINTS
crystals = {"A": np.array([-0.05, -0.05, 0.04]),
            "B": np.array([-0.05, 0.05, 0.04])}


def bloch(k, v):
    """Energies and plane-wave coefficients; v may be complex."""
    H = np.diag(0.5 * (k + ORDERS * G) ** 2).astype(complex)
    for j, vj in enumerate(v, start=1):
        H += vj * np.eye(2 * M + 1, k=-j)
        H += np.conj(vj) * np.eye(2 * M + 1, k=j)
    return np.linalg.eigh(H)


def parity(band, at_boundary, v):
    """Expectation value of inversion at k=0 or k=pi/a (band from 0)."""
    s = 1 if at_boundary else 0
    c = bloch(s * G / 2, v)[1][:, band]
    c = c[:2 * M + 1 - s]
    return np.vdot(c[::-1], c).real


def zak_phases(v, bands=3, nk=200):
    """Zak phases from a closed product of overlaps, origin at x=0."""
    ks = -G / 2 + G * np.arange(nk) / nk
    vecs = [bloch(k, v)[1][:, :bands] for k in ks]
    last = np.roll(vecs[0], -1, axis=0)
    last[-1] = 0
    vecs.append(last)
    phases = []
    for b in range(bands):
        product = 1.0 + 0j
        for left, right in zip(vecs[:-1], vecs[1:]):
            overlap = np.vdot(left[:, b], right[:, b])
            product *= overlap / abs(overlap)
        phases.append((-np.angle(product) + 0.5) % (2 * np.pi) - 0.5)
    return np.array(phases)


def gap_edges(n, v):
    energies = bloch(G / 2 if n % 2 else 0.0, v)[0]
    return energies[n - 1], energies[n]


def potential(x, v):
    return 2 * sum(vj * np.cos(j * G * x) for j, vj in enumerate(v, 1))


def decaying(E, v):
    """L, factor per cell, and integral of psi^2/psi(0)^2 over x>0."""
    def rhs(x, y):
        q = 2 * (potential(x, v) - E)
        c, dc, s, ds = y[:4]
        return [dc, q * c, ds, q * s, c * c, c * s, s * s]
    y = solve_ivp(rhs, (0, a), [1, 0, 0, 1, 0, 0, 0], method="DOP853",
                  rtol=1e-10, atol=1e-12).y[:, -1]
    t = 0.5 * (y[0] + y[3])
    factor = t - np.sign(t) * np.sqrt(t * t - 1)
    L = (factor - y[0]) / y[2]
    # inversion symmetry and the Wronskian give L^2 = c'(a)/s(a)
    assert abs(L * L * y[2] - y[1]) < 1e-5 * (1 + abs(y[1]))
    norm = (y[4] + 2 * L * y[5] + L * L * y[6]) / (1 - factor ** 2)
    return L, factor, norm


def slab_states(v, outside, low, high):
    """Slab eigenvalues in (low, high); outside=None means hard walls."""
    V = potential(h * np.arange(CELLS * POINTS + 1), v)
    if outside is None:
        pot = V[1:-1]
    else:
        W = outside(h * np.arange(0, int(12 / h) + 1))
        edge = [0.5 * (V[0] + W[0])]
        pot = np.concatenate([W[:0:-1], edge, V[1:-1], edge, W[1:]])
    return eigh_tridiagonal(pot + 1 / h ** 2,
                            np.full(len(pot) - 1, -0.5 / h ** 2),
                            eigvals_only=True, select="v",
                            select_range=(low, high))


def step(d):
    return np.full_like(d, VACUUM)


def smooth(d):
    return VACUUM - 0.2 * np.exp(-d / 2)


WELL_WIDTH = 2.0


def well(d):
    return np.where(d < WELL_WIDTH - h / 2, 0.0,
                    np.where(d < WELL_WIDTH + h / 2, VACUUM / 2, VACUUM))


print(f"lattice constant {a:.1f} bohr, vacuum level {VACUUM:.1f} hartree")
print(f"slab: {CELLS} cells, grid step {h:.3f} bohr")
answers, sums, zaks = {}, {}, {}
for name, v0 in crystals.items():
    print(f"crystal {name}: v1,v2,v3 = {v0[0]:.2f}, {v0[1]:.2f}, "
          f"{v0[2]:.2f} hartree")
    # bands are monotonic between k=0 and pi/a, in alternating sense
    grid = np.array([bloch(k, v0)[0][:4] for k in np.linspace(0, G / 2, 41)])
    for b in range(4):
        assert np.all(np.diff(grid[:, b]) * (-1) ** b > 0)
    for n in (1, 2, 3):
        lo, hi = gap_edges(n, v0)
        print(f"  gap {n}: {lo:.5f} to {hi:.5f} hartree")
    for cut in (0, 1):
        v = v0 * np.array([(-1) ** (j * cut) for j in (1, 2, 3)])
        zak = zak_phases(v)
        zaks[name, cut] = zak
        print(f" {name}, cut at x={'a/2' if cut else '0'}: Zak/pi = "
              + ", ".join(f"{abs(z / np.pi):.3f}" for z in zak))
        for b in range(3):
            assert abs(np.exp(1j * zak[b])
                       - parity(b, False, v) * parity(b, True, v)) < 1e-7
        bottom = bloch(0.0, v)[0][0]
        assert parity(0, False, v) > 0.999999
        assert len(slab_states(v, step, -1.0, bottom - 1e-3)) == 0
        for n in (1, 2, 3):
            lo, hi = gap_edges(n, v)
            width = hi - lo
            assert width > 0.02 and hi < smooth(np.array([0.0]))[0]
            p_low = parity(n - 1, n % 2 == 1, v)
            p_high = parity(n, n % 2 == 1, v)
            assert abs(abs(p_low) - 1) < 1e-7 and abs(p_low + p_high) < 1e-7
            p = int(round(p_low))
            total = int(round(zak[:n].sum() / np.pi)) % 2
            # L keeps one sign in the gap and rises with energy
            fractions = np.array([0.001, 0.1, 0.3, 0.5, 0.7, 0.9, 0.999])
            Ls = np.array([decaying(lo + f * width, v)[0] for f in fractions])
            assert np.all(Ls * p > 0) and np.all(np.diff(Ls) > 0)
            mid, dE = lo + 0.5 * width, 1e-4 * width
            slope = (decaying(mid + dE, v)[0]
                     - decaying(mid - dE, v)[0]) / (2 * dE)
            integral = 2 * decaying(mid, v)[2]
            assert abs(slope / integral - 1) < 1e-4
            if name == "A" and cut == 0 and n == 1:
                sample = (mid, decaying(mid, v)[0], slope, integral)
            # the 2% inset excludes band states displaced by the grid error
            window = (lo + 0.02 * width, hi - 0.02 * width)
            found = slab_states(v, step, *window)
            zak_says = total == (n - 1) % 2
            assert len(found) == (2 if zak_says else 0)
            assert len(found) == (2 if p == 1 else 0)
            assert len(slab_states(v, smooth, *window)) == len(found)
            assert len(slab_states(v, None, *window)) == 0
            answers[name, cut, n] = len(found) // 2
            sums[name, cut, n] = total
            print(f"  gap {n}: parity {p:+d}, sum Zak/pi mod 2 = {total}, "
                  f"slab states {len(found)}")

            def mismatch(E):
                return decaying(E, v)[0] - np.sqrt(2 * (VACUUM - E))
            ends = (lo + 1e-4 * width, hi - 1e-4 * width)
            has_root = mismatch(ends[0]) * mismatch(ends[1]) < 0
            assert has_root == (len(found) == 2)
            if has_root:
                E = brentq(mismatch, *ends, xtol=1e-11)
                # finite-difference error of the slab is of order 1e-5
                assert np.max(np.abs(found - E)) < 5e-5
                print(f"   matched {E:.5f} hartree = {E * HARTREE_EV:.3f} eV,"
                      f" slab {found.mean():.5f} hartree")
                print(f"   amplitude factor per cell "
                      f"{decaying(E, v)[1]:+.4f}")

# moving the cut by a/2: odd gaps exchange their answer, even gaps keep it
for name in crystals:
    for n in (1, 2, 3):
        same = answers[name, 0, n] == answers[name, 1, n]
        assert same == (n % 2 == 0)

# inversion of gap 2 changes bands 2 and 3 but not the sum up to gap 3
changed = np.cos(zaks["A", 0]) * np.cos(zaks["B", 0])
assert np.allclose(changed, [1, -1, -1], atol=1e-7)
assert answers["A", 0, 2] != answers["B", 0, 2]
assert answers["A", 0, 3] == answers["B", 0, 3]
assert sums["A", 0, 3] == sums["B", 0, 3]


def signed_gap(v2):
    """Even minus odd edge energy of gap 2, about x=0."""
    v = np.array([-0.05, v2, 0.04])
    lo, hi = gap_edges(2, v)
    return -np.sign(parity(1, False, v)) * (hi - lo)


v2_closing = brentq(signed_gap, -0.05, 0.05, xtol=1e-10)
assert abs(signed_gap(v2_closing)) < 1e-7
print(f"gap 2 closes at v2 = {v2_closing:.5f} hartree")

# a general shift x0 of the origin changes every Zak phase by -2 pi x0/a
x0 = a / 5
shifted = crystals["A"] * np.exp(1j * G * x0 * np.array([1, 2, 3]))
change = np.exp(1j * (zak_phases(shifted) - zaks["A", 0]))
assert np.allclose(change, np.exp(-2j * np.pi * x0 / a), atol=1e-7)

# without an inversion centre the phase is not quantized
skew = np.array([-0.05, 0.05j, 0.0])
skew_zak = zak_phases(skew)[0]
assert abs(np.sin(skew_zak)) > 0.02
print(f"no inversion (v = -0.05, 0.05i, 0 hartree): band 1 Zak/pi = "
      f"{skew_zak / np.pi:.4f}")

# a surface well violates the barrier condition and adds a state
lo, hi = gap_edges(2, crystals["B"])
inset = 0.02 * (hi - lo)
extra = slab_states(crystals["B"], well, lo + inset, hi - inset)
assert answers["B", 0, 2] == 0 and len(extra) == 2
print(f"B, cut x=0, gap 2, well {WELL_WIDTH:.1f} bohr wide at 0 hartree:")
print(f"  slab states {len(extra)}, energy {extra.mean():.5f} hartree")

print(f"A, cut x=0, middle of gap 1: E = {sample[0]:.5f} hartree")
print(f"  L = {sample[1]:.5f} 1/bohr")
print(f"  dL/dE by differences {sample[2]:.4f} 1/(bohr hartree)")
print(f"  dL/dE by integral    {sample[3]:.4f} 1/(bohr hartree)")
print("all assertions hold")
```

Printed output:

```
lattice constant 8.0 bohr, vacuum level 1.0 hartree
slab: 40 cells, grid step 0.010 bohr
crystal A: v1,v2,v3 = -0.05, -0.05, 0.04 hartree
  gap 1: 0.01280 to 0.12223 hartree
  gap 2: 0.27460 to 0.34778 hartree
  gap 3: 0.65090 to 0.74455 hartree
 A, cut at x=0: Zak/pi = 0.000, 1.000, 0.000
  gap 1: parity +1, sum Zak/pi mod 2 = 0, slab states 2
   matched 0.11045 hartree = 3.005 eV, slab 0.11045 hartree
   amplitude factor per cell -0.5420
  gap 2: parity +1, sum Zak/pi mod 2 = 1, slab states 2
   matched 0.31174 hartree = 8.483 eV, slab 0.31174 hartree
   amplitude factor per cell +0.6807
  gap 3: parity -1, sum Zak/pi mod 2 = 1, slab states 0
 A, cut at x=a/2: Zak/pi = 1.000, 0.000, 1.000
  gap 1: parity -1, sum Zak/pi mod 2 = 1, slab states 0
  gap 2: parity +1, sum Zak/pi mod 2 = 1, slab states 2
   matched 0.33225 hartree = 9.041 eV, slab 0.33225 hartree
   amplitude factor per cell +0.7343
  gap 3: parity +1, sum Zak/pi mod 2 = 0, slab states 2
   matched 0.67993 hartree = 18.502 eV, slab 0.67992 hartree
   amplitude factor per cell -0.7419
crystal B: v1,v2,v3 = -0.05, 0.05, 0.04 hartree
  gap 1: 0.02237 to 0.10811 hartree
  gap 2: 0.24894 to 0.37031 hartree
  gap 3: 0.66940 to 0.73079 hartree
 B, cut at x=0: Zak/pi = 0.000, 0.000, 1.000
  gap 1: parity +1, sum Zak/pi mod 2 = 0, slab states 2
   matched 0.09163 hartree = 2.493 eV, slab 0.09163 hartree
   amplitude factor per cell -0.5211
  gap 2: parity -1, sum Zak/pi mod 2 = 0, slab states 0
  gap 3: parity -1, sum Zak/pi mod 2 = 1, slab states 0
 B, cut at x=a/2: Zak/pi = 1.000, 1.000, 0.000
  gap 1: parity -1, sum Zak/pi mod 2 = 1, slab states 0
  gap 2: parity -1, sum Zak/pi mod 2 = 0, slab states 0
  gap 3: parity +1, sum Zak/pi mod 2 = 0, slab states 2
   matched 0.69430 hartree = 18.893 eV, slab 0.69429 hartree
   amplitude factor per cell -0.8121
gap 2 closes at v2 = -0.01232 hartree
no inversion (v = -0.05, 0.05i, 0 hartree): band 1 Zak/pi = 0.0532
B, cut x=0, gap 2, well 2.0 bohr wide at 0 hartree:
  slab states 2, energy 0.33612 hartree
A, cut x=0, middle of gap 1: E = 0.06751 hartree
  L = 0.39202 1/bohr
  dL/dE by differences 9.1368 1/(bohr hartree)
  dL/dE by integral    9.1368 1/(bohr hartree)
all assertions hold
```
